Where one further defect hop is expected during cooling

**Problem**

An ionic defect in a high-k gate oxide moves by thermally activated hops. Its total hop rate, summed over all directions, is

Γ(T) = ν exp(−E/kT),

with barrier E = 1.5 eV and attempt frequency ν = 10¹³ Hz. After an anneal at 1273 K the film cools at the constant rate q = 100 K/s. Take E and ν as constants, with any vibrational entropy of the saddle point included in ν.

(a) Write the expected number N(T) of hops that remain to be made when the film has cooled to T. Count the cooling only, not later storage or service.

(b) Find the temperature T* at which N(T*) = 1, with a closed formula and an estimate of its error.

(c) Find how T* responds to ν, q and E.

(d) Find the probability that the defect makes no hop below T*, and the range of temperatures in which its last hop falls.

(e) Judge the result for a real gate oxide: a 3 nm film, hops of 0.3 nm, a built-in field of 1 MV/cm acting on a defect of charge 2e, and ten years of service at 358 K.

**Solution**

**(a) The expected number of hops**

In a short time dt the expected number of hops is Γ dt. Expectations add, so N is the integral of Γ over the remaining time. Since dT = −q dt, a temperature interval dT′ is crossed in the time dT′/q, and

N(T) = (1/q) ∫₀ᵀ ν exp(−θ/T′) dT′,  θ = E/k = 17406.8 K.

The lower limit may be 0 K although the film stops near 300 K: in this model linear cooling below 300 K would add 3 × 10⁻¹⁴ hops.

Substitute u = θ/T′, so that T′ = θ/u and dT′ = −θ du/u². The limit T′ = 0 becomes u = ∞, and T′ = T becomes u = x = θ/T. The minus sign reverses the limits:

N = A I(x),  I(x) = ∫ₓ^∞ e⁻ᵘ u⁻² du,  A = νθ/q.

For the given numbers A = 10¹³ × 17406.8/100 = 1.7407 × 10¹⁵.

**(b) The temperature T***

Since A is very large, N = 1 requires a large x. Integrate by parts twice, each time integrating e⁻ᵘ and differentiating the power:

I = e⁻ˣ/x² − 2 ∫ₓ^∞ e⁻ᵘ u⁻³ du

I = e⁻ˣ/x² − 2e⁻ˣ/x³ + 6 ∫ₓ^∞ e⁻ᵘ u⁻⁴ du.

The last integral is positive. It is also smaller than e⁻ˣ/x⁴, because u⁻⁴ is at most x⁻⁴ in the range. Define b(x) = x² eˣ I(x). Then

1 − 2/x < b(x) < 1 − 2/x + 6/x².

The function (1 + 1/x)⁻² = 1 − 2/x + 3/x² − … has the same first two terms, and it leads to an equation that can be solved. With b replaced by it,

N = A e⁻ˣ b/x² ≈ A e⁻ˣ/(x + 1)².

Setting this to one gives (x + 1)² eˣ = A. Multiply by e, take the positive square root and divide by 2:

[(x + 1)/2] exp[(x + 1)/2] = √(eA)/2.

The Lambert function W(z) is defined by W e^W = z. For positive z it has one real value, so

x = 2W(√(eA)/2) − 1,  T* ≈ θ/x.

Here √(eA)/2 = 3.4394 × 10⁷. The logarithm of the defining equation, W = ln z − ln W, can be iterated by hand and converges to W = 14.6677. Then

x = 2 × 14.6677 − 1 = 28.335

T* ≈ 17406.8/28.3355 = 614.3 K.

To find the error, insert this x into the true N. The approximate equation gives A e⁻ˣ = (x + 1)², so the true count is

N = (1 + 1/x)² b(x).

A third integration by parts shows that b = 1 − 2/x + 6/x² plus terms of order 1/x³. Multiplying out,

(1 + 2/x + 1/x²)(1 − 2/x + 6/x²) = 1 + (6 − 4 + 1)/x² + … = 1 + 3/x² + …

The terms in 1/x cancel. The excess count is 3/x² = 0.0037 to leading order, and numerical integration of Γ over time gives N = 1.0032 at the formula's temperature. The formula is therefore slightly high. Solving N = 1 with the numerical integral gives

**T* = 614.25 K, or about 341 °C,**

which is 0.065 K below the formula. At 615 K the expected count is 1.04, so 615 K is a fair round value. The decimals belong to the model with its stated inputs; part (e) shows how few of them survive in a real film.

A simpler criterion would set the hop rate to one per second. It gives

T = θ/ln(10¹³) = 581.5 K,

which is 33 K too low for the question asked, because it ignores how long the film stays near each temperature. At 581.5 K, x = 29.9 and b ≈ 0.94. Since A e⁻ˣ/x² = ΓT²/(qθ), the remaining count there is

N = ΓT²b/(qθ) ≈ 1 × 581.5² × 0.94/(100 × 17406.8) ≈ 0.18.

**(c) Sensitivity**

Differentiating the integral in (a) with respect to its upper limit gives dN/dT = Γ(T)/q. At T* the rate is 4.93 per second, which defines a temperature width

w = q/Γ(T*) = 100/4.929 = 20.3 K.

The film crosses this width in 0.20 s. Setting N = 1 in N = ΓT²b/(qθ) also gives w = T*²b/θ, so w is about T*/x, reduced by the factor b. Hopping fades over a few per cent of the absolute temperature, not at a sharp point.

At fixed T and E, N is proportional to ν/q. Keeping N = 1 while ν changes requires

0 = dN = d ln ν + dT*/w,

and a change in q enters with the opposite sign. Hence

dT*/d ln ν = −w,  dT*/d ln q = +w.

For the barrier, note that N = A I(x) = 1 fixes x as a function of A alone. Thus T* = θ f(A), with f = 1/x. Raising θ at fixed ν and q acts twice: through the prefactor, which contributes T* per unit of ln θ, and through A = νθ/q, which contributes −w, just as a change in ν does. Therefore

dT*/dE = (T* − w)/E = (614.25 − 20.29)/1.5 = 396 K/eV.

Cooling ten times faster, with E and ν held fixed, raises T* by 50 K. The linear estimate w ln 10 = 47 K is a little smaller because w itself grows with temperature, roughly as T².

**(d) What "one hop expected" means**

Assume now that the hops are independent: the chance of a hop in the next dt is Γ dt whatever happened before. The chance of no hop in the remaining cooling is the product of the factors (1 − Γ dt) over all intervals. Its logarithm is −∫Γ dt as dt → 0, so

P(no hop below T) = exp[−N(T)].

At T* this is e⁻¹ = 0.368. More than a third of such defects have already made their last hop, and others will make two or more; one is the mean.

The last hop lies above T if no hop occurs below T, and some hop above T is practically certain, since 9.4 × 10⁶ hops are expected on cooling from 1273 K. The median last-hop temperature therefore satisfies exp(−N) = 1/2, or N = ln 2, which gives 606.9 K. The central 90% of last hops lie between the temperatures where exp(−N) is 0.95 and 0.05:

N = 0.051 at 559 K,  N = 3.00 at 637 K.

As a test, 20000 histories were simulated from 700 K to 450 K in steps of 0.5 ms, with a hop chance Γ dt in each step. They gave a mean of 1.006 hops below T*, a fraction 0.367 with none, and a median last hop at 606.8 K.

**(e) The real gate oxide**

The parameters are round values for a slow ionic defect, not those of an identified one. Barriers for oxygen defects in hafnium-oxide-type films range roughly from some tenths of an eV to above 2 eV, depending on charge state, so 1.5 eV lies towards the slow side. An attempt frequency of 10¹³ Hz is of the order of a lattice vibration frequency, and 100 K/s is a rough value for the start of the ramp-down of a rapid thermal anneal, while near 600 K a wafer cooling by radiation is much slower (see the cooling curve below). One serious simplification is the single barrier: a disordered film offers a spread of them. If all barriers were 1.4 eV, T* would be 575 K; if all were 1.6 eV, it would be 654 K. Further out in the range, T* is 294 K for 0.7 eV and 811 K for 2.0 eV. An uncertainty of 0.1 eV thus moves the answer by 40 K, and for a real film with a barrier near 1.5 eV, cooled at about 100 K/s through these temperatures, "roughly 600 K" is as much as the model supports.

The meaning of ν matters almost as much. If 10¹³ Hz were the rate prefactor for each of six equivalent directions, the total would be six times larger and T* would fall to 580 K.

Three further corrections, for the field, quantum motion and the cooling curve, are smaller under the first assumptions stated with each; the field and the cooling curve can become large when those assumptions fail. Each is found by changing one assumption and solving N = 1 again. The film thickness and the years of service then limit what T* means.

*Field.* With the saddle halfway along the hop, the field changes the barrier by

δ = 2e × 0.1 V/nm × 0.15 nm = 0.030 eV,

downwards for a hop along the force and upwards for a hop against it. If all hops lie on the field axis, half in each direction, the total rate is multiplied by

½[exp(δ/kT) + exp(−δ/kT)] = cosh(δ/kT).

For a defect away from the interfaces, with both hops open, this lowers T* by 3.3 K. The built-in field is taken to act on the charge without local enhancement. In a high-k oxide the local field may be larger: with δ four times as large T* would fall by 34 K, and with δ nine times as large, the Lorentz factor (κ + 2)/3 for κ = 25, by 95 K. The field also gives the hops a preferred direction, which the count N does not show.

*Quantum motion.* Treat one mode as quantum mechanical, with frequency ν both in the well and at the inverted barrier, and measure E between the classical energies. Let h̃ = hν/kT, with h Planck's constant. The quantum well has partition function 1/[2 sinh(h̃/2)] in place of the classical 1/h̃, which raises the rate by 2 sinh(h̃/2)/h̃. Thermal averaging of the transmission through a parabolic barrier gives a further factor (h̃/2)/sin(h̃/2). The product is

sinh(h̃/2)/sin(h̃/2) = 1.052 at T*,

and T* falls by 1.1 K. The expression diverges at h̃ = 2π, which is 76 K, far below the temperatures that matter here.

*Cooling curve.* If the rate is 100 K/s at 614 K but falls in proportion to T − 300 K, the film lingers slightly longer below T*. Counting down to 301 K, T* drops by 1.4 K. The curvature thus matters little, but the rate near T* matters much. If the film cools by radiation, with a rate proportional to T⁴ − (300 K)⁴ and equal to 100 K/s at 1273 K, the rate at 614 K is only about 5 K/s and T* falls by 65 K, to 549 K. The q to use is the rate near T*, not the rate at the start of the ramp.

*Film thickness.* For unbiased, uncorrelated hops along the film normal the squared lengths add, so n hops give a root-mean-square displacement of 0.3√n nm. This equals the 3 nm thickness at n = 100, and 100 hops remain at 724 K. If the hops are shared among six directions, only a third lie along the normal, 300 are needed, and the temperature is 756 K. The field lowers this threshold. With the hops on the field axis, the chances of a hop along and against the force are in the ratio exp(δ/kT) : exp(−δ/kT), so the mean step along the force is 0.3 tanh(δ/kT) nm, or about 0.14 nm at 680 K. About 20 hops then carry a defect across the film, and about 20 hops remain at 680 K. These thresholds are for crossing the whole film. Reaching an interface, where the defect may be trapped or lost, takes fewer hops: with all hops along the normal, half of the defects starting at mid-film reach one on cooling from about 680 K without the field and from about 660 K with it. If the interfaces capture defects, almost none that were mobile during the anneal are still free inside the film at T*. The result then applies only to defects released late in the ramp. If the interfaces turn defects back instead, the result still holds closely without a field. With the field, most of these defects gather against one interface, where the hop along the force is blocked. If all hops lie on the field axis, only the hop against the force remains, at the rate ½Γ exp(−δ/kT), which is 0.28Γ at T*. For them T* rises instead of falling: counting the return hops, it lies about 17 K above 614 K with hops on the axis, and about 5 K above if hops are shared among six directions, since the in-plane hops stay open.

*Service.* T* does not mark the end of all motion. At 358 K the hop rate is tiny, but ten years are long:

Γ(358 K) × 10 years = 2.4 hops.

This is the count without the field. If the field persists in service, the factor cosh(δ/kT) = 1.5 raises it to about 3.6 for a defect that stays away from the interfaces; one held against an interface by the field hops less often. The counts 2.4 and 3.6 exceed the single hop expected during the cooling below T*. For a defect held against an interface, with hops on the field axis, the count is about 0.8 and the chance of no hop at all is 63%. Without the field, one hop in ten years corresponds to θ/ln(νt) = 352 K, where t is ten years, while at 300 K the same time brings only 2 × 10⁻⁴ hops. For this barrier, then, a defect keeps the site left by the ramp for ten years at room temperature, while at 358 K one away from the interfaces usually makes a few hops. Whether those hops change the depth profile depends on how far the ramp left it from equilibrium. The numerical output below lists the main values used.

Computed values

```
barrier E = 1.5 eV; attempts nu = 1e+13 Hz; cooling q = 100 K/s
theta = E/k = 17406.8 K
A = nu*theta/q = 1.7407e+15
Lambert argument sqrt(e*A)/2 = 3.4394e+07
Lambert value W = 14.6677
x from Lambert formula = 28.3355
T_star, Lambert formula = 614.31 K
T_star, time quadrature = 614.25 K = 341.1 C
formula minus quadrature = 0.065 K
true hop count at Lambert temperature = 1.00322
x at T_star = 28.338; 3/x^2 = 0.00374
expected hops below 615 K = 1.0378
hop rate at T_star = 4.929 per s
width w = q/rate = 20.29 K; time w/q = 0.203 s
dT_star/dE = 396.0 K/eV
T_star shift for tenfold q = 50.4 K
temperature where rate is 1 per s = 581.5 K
simulated histories = 20000; time step = 0.5 ms
simulated mean hops below T_star = 1.006
no hop below T_star: simulated 0.367, 1/e = 0.368
median last hop: simulated 606.8 K, formula 606.9 K
central 90% of last hops: 559.2 K to 637.3 K
T_star for E = 1.4 eV: 574.6 K; for 1.6 eV: 653.8 K
T_star if nu is per direction, six directions = 579.9 K
field = 1.0 MV/cm; charge = 2 e; hop = 0.3 nm
field lowering at saddle = 0.030 eV
T_star shift from field = -3.31 K
quantum rate factor at T_star = 1.0522
T_star shift from quantum motion = -1.10 K
tunnelling crossover temperature = 76.4 K
T_star shift, cooling slowing towards 300 K = -1.45 K
expected hops on linear cooling below 300 K = 3.2e-14
expected hops on cooling from 1273 K = 9.43e+06
film = 3.0 nm; hops for rms path of one film = 100
temperature below which that many hops remain = 723.8 K
hops in ten years at 358 K = 2.41
hops in ten years at 300 K = 2.0e-04
temperature for one hop in ten years = 351.6 K
```
